# Radial Dirac Equations and Powers at Point and Finite Nuclei: verification in Python

```python
"""
Result under test: in a central field the Dirac equation reduces to
    P' = -kappa P/r + [2c + (eps - V)/c] Q
    Q' =  kappa Q/r - [(eps - V)/c] P ,
whose regular solution starts as r**gamma, gamma = sqrt(kappa^2 - (Z/c)^2),
for a point nucleus, but with integer powers for a finite nucleus.

Hartree atomic units. P, Q: large and small radial functions, with
Psi = (P chi_kappa, i Q chi_-kappa)/r; eps: energy without rest energy;
c: speed of light = 1/(fine-structure constant); zeta = Z/c;
R: radius of a uniformly charged spherical nucleus.
"""
import math
import numpy as np
from scipy import constants, integrate, optimize, special

c = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_FM = constants.physical_constants["Bohr radius"][0] * 1e15
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


# ---------- spin-angle functions and Cartesian differentiation ----------
def harmonic(l, m, vec):
    if abs(m) > l:
        return 0.0
    r = np.linalg.norm(vec)
    phi = math.atan2(vec[1], vec[0])
    k = abs(m)
    norm = math.sqrt((2*l + 1) / (4*math.pi)
                     * math.factorial(l - k) / math.factorial(l + k))
    value = norm * special.lpmv(k, l, vec[2] / r) * np.exp(1j * k * phi)
    return value if m >= 0 else (-1)**k * np.conj(value)


def spinor(kappa, m, vec):
    l = kappa if kappa > 0 else -kappa - 1
    plus = math.sqrt((l + m + 0.5) / (2*l + 1))
    minus = math.sqrt((l - m + 0.5) / (2*l + 1))
    up = harmonic(l, round(m - 0.5), vec)
    down = harmonic(l, round(m + 0.5), vec)
    if kappa < 0:
        return np.array([plus * up, minus * down])
    return np.array([-minus * up, plus * down])


def gradient(field, vec, h):
    rows = []
    for axis in range(3):
        d = np.zeros(3)
        d[axis] = h
        rows.append((field(vec - 2*d) - 8*field(vec - d)
                     + 8*field(vec + d) - field(vec + 2*d)) / (12*h))
    return np.array(rows)


def sigma_p(field, vec, h):
    return -1j * np.einsum("kab,kb->a", PAULI, gradient(field, vec, h))


point = np.array([0.7, -0.5, 0.9])
radius = np.linalg.norm(point)
angular_error = 0.0
for kappa in (-3, -2, -1, 1, 2, 3):
    j = abs(kappa) - 0.5
    for m in np.arange(-j, j + 1):
        def chi(v):
            return spinor(kappa, m, v)

        def trial(v):
            r = np.linalg.norm(v)
            return r**0.3 * math.exp(-r) * spinor(kappa, m, v)

        partner = spinor(-kappa, m, point)
        sigma_r = np.einsum("k,kab->ab", point / radius, PAULI)
        angular = -1j * np.cross(point, gradient(chi, point, 1e-3).T)
        sigma_l = np.einsum("kab,bk->a", PAULI, angular)
        P = radius**1.3 * math.exp(-radius)
        dP = (1.3 / radius - 1) * P
        expected = 1j / radius * (dP + kappa * P / radius) * partner
        angular_error = max(
            angular_error,
            np.max(abs(sigma_r @ chi(point) + partner)),
            np.max(abs(sigma_l + (1 + kappa) * chi(point))),
            np.max(abs(sigma_p(trial, point, 1e-3) - expected)))
assert angular_error < 1e-8


# ---------- direct integration of the radial equations in ln r ----------
def propagate(V, kappa, eps, radii, start, samples=None):
    """Values of (P, Q) at successive radii, or samples on one segment."""
    def slope(t, y):
        r = math.exp(t)
        w = r * (eps - V(r)) / c
        return [-kappa*y[0] + (2*c*r + w)*y[1], kappa*y[1] - w*y[0]]

    values = [np.array(start, dtype=float)]
    for ra, rb in zip(radii[:-1], radii[1:]):
        ta, tb = math.log(ra), math.log(rb)
        grid = None if samples is None else np.linspace(ta, tb, samples)
        sol = integrate.solve_ivp(slope, (ta, tb), values[-1],
                                  method="DOP853", rtol=1e-13,
                                  atol=1e-40, t_eval=grid)
        assert sol.success
        if samples is not None:
            return sol.t, sol.y
        values.append(sol.y[:, -1])
    return values


def coulomb(Z):
    return lambda r: -Z / r


def uniform(Z, R):
    return lambda r: -Z/r if r >= R else -Z/(2*R) * (3 - (r/R)**2)


def gaussian(Z, R):
    return lambda r: -Z * math.erf(r / R) / r


def measured_powers(before, after, ratio):
    return np.log(np.abs(after / before)) / math.log(ratio)


Z, R = 80.0, 1.0e-4
zeta = Z / c
gamma = math.sqrt(1 - zeta**2)
s_plus, s_minus = (-1 + gamma) / zeta, (-1 - gamma) / zeta
eps_point = c**2 * (gamma - 1)

# Generic initial values: the dominant power emerges by itself.
power_table = []
for charge in (20.0, Z):
    for kappa in (-1, 1, -2, 2):
        z = charge / c
        g = math.sqrt(kappa**2 - z**2)
        M = np.array([[-kappa, z], [-z, kappa]])
        for n in (1, 2, 3):
            det = np.linalg.det((g + n) * np.eye(2) - M)
            assert abs(det - n * (n + 2*g)) < 1e-10
        y = propagate(coulomb(charge), kappa, -100.0,
                      [1e-18, 1e-10, 2e-10], [1.0, 0.5])
        powers = measured_powers(y[1], y[2], 2)
        assert np.max(abs(powers - g)) < 1e-5
        assert abs(y[1][1] / y[1][0] / ((kappa + g) / z) - 1) < 1e-4
        y = propagate(coulomb(charge), kappa, -100.0,
                      [1e-10, 2e-18, 1e-18], [1.0, 0.5])
        assert np.max(abs(measured_powers(y[1], y[2], 0.5) + g)) < 1e-5
        assert abs(y[2][1] / y[2][0] / ((kappa - g) / z) - 1) < 1e-4
        if charge == Z:
            power_table.append([kappa, g, powers[0]])

for model in (uniform, gaussian):
    V = model(Z, R)
    V0 = V(1e-7 * R)
    for row, kappa in enumerate((-1, 1, -2, 2)):
        y = propagate(V, kappa, eps_point, [1e-15, 1e-3*R, 2e-3*R],
                      [1.0, math.copysign(1.0, kappa)])
        powers = measured_powers(y[1], y[2], 2)
        l = kappa if kappa > 0 else -kappa - 1
        l_small = kappa - 1 if kappa > 0 else -kappa
        assert np.max(abs(powers - [l + 1, l_small + 1])) < 1e-5
        if kappa < 0:
            found = y[1][1] / (1e-3*R * y[1][0])
            formula = -(eps_point - V0) / (c * (2*abs(kappa) + 1))
        else:
            found = y[1][0] / (1e-3*R * y[1][1])
            formula = (2*c + (eps_point - V0)/c) / (2*kappa + 1)
        assert abs(found / formula - 1) < 1e-5
        if model is uniform:
            power_table[row].extend(powers)


# ---------- uniform sphere: power series and matching, kappa = -1 ----------
def surface_ratio(z, size=0.0, eps=0.0):
    """Q/P at the surface; size = 0 drops mass and energy terms."""
    a0 = size * (2*c + eps/c) + 1.5*z
    b0 = size * eps/c + 1.5*z
    b2 = -0.5*z
    p, q = [1.0], [-b0 / 3]
    for n in range(1, 30):
        p.append((a0*q[n-1] + (b2*q[n-2] if n > 1 else 0.0)) / (2*n))
        q.append(-(b0*p[n] + b2*p[n-1]) / (3 + 2*n))
    return sum(q) / sum(p)


def irregular_fraction(z):
    g = math.sqrt(1 - z**2)
    ratio = surface_ratio(z)
    return ((-1 + g)/z - ratio) / (ratio - (-1 - g)/z)


def amplitude_squared(charge):
    g = math.sqrt(1 - (charge/c)**2)
    return (2*charge)**(2*g + 1) * (1 + g) / (2*special.gamma(2*g + 1))


def small_radius_shift(charge, size):
    z = charge / c
    g = math.sqrt(1 - z**2)
    return (-2*g*c**2/charge * irregular_fraction(z)
            * amplitude_squared(charge) * size**(2*g))


for z in np.linspace(0.05, 0.99, 20):
    g = math.sqrt(1 - z**2)
    assert (-1 - g)/z < (-1 + g)/z < surface_ratio(z) < 0
b = irregular_fraction(zeta)
y = propagate(uniform(Z, R), -1, eps_point, [1e-8*R, R], [1.0, -1.0])
assert abs(y[1][1]/y[1][0] - surface_ratio(zeta, R, eps_point)) < 1e-9

tiny = 1e-8
y = propagate(uniform(Z, tiny), -1, eps_point,
              [1e-8*tiny, tiny, 2*tiny, 4*tiny], [1.0, -1.0])
for x, (P, Q) in zip((1, 2, 4), y[1:]):
    mix = b * x**(-2*gamma)
    assert abs((1 + zeta*Q/P) - gamma*(1 - mix)/(1 + mix)) < 2e-5
nonrel_test = 0.4 * (1e-3)**2
assert abs(small_radius_shift(1.0, 1e-3)/nonrel_test - 1) < 2e-3


# ---------- bound 1s state by shooting ----------
r_match, r_far = 1/Z, 30/Z


def ground_energy(V, inner_radii):
    def mismatch(eps):
        out = propagate(V, -1, eps, inner_radii + [r_match], [1.0, -1.0])[-1]
        inn = propagate(V, -1, eps, [r_far, r_match], [1.0, -0.3])[-1]
        return out[1]/out[0] - inn[1]/inn[0]
    return optimize.brentq(mismatch, eps_point - 5, eps_point + 20,
                           xtol=1e-10)


A = math.sqrt(amplitude_squared(Z))


def point_state(r):
    P0 = A * r**gamma * np.exp(-Z*r)
    return P0, s_plus * P0


norm = integrate.quad(lambda x: sum(f**2 for f in point_state(x/Z))/Z,
                      0, 40, epsabs=1e-11, limit=200)[0]
assert abs(norm - 1) < 1e-8
eps_shot = ground_energy(coulomb(Z), [1e-14])
assert abs(eps_shot - eps_point) < 1e-5


# Full four-component equation for the point-nucleus 1s state.
def upper(v):
    r = np.linalg.norm(v)
    return point_state(r)[0] / r * spinor(-1, 0.5, v)


def lower(v):
    r = np.linalg.norm(v)
    return 1j * point_state(r)[1] / r * spinor(1, 0.5, v)


v = point / Z
Vp = -Z / np.linalg.norm(v)
res_up = c*sigma_p(lower, v, 1e-3/Z) + (Vp - eps_point)*upper(v)
res_low = c*sigma_p(upper, v, 1e-3/Z) + (Vp - 2*c**2 - eps_point)*lower(v)
scale = abs(eps_point) * np.max(abs(upper(v)))
assert max(np.max(abs(res_up)), np.max(abs(res_low))) / scale < 1e-7

sizes = (1e-4, 1e-5, 1e-6)
energies = [ground_energy(uniform(Z, s), [1e-8*s, s]) for s in sizes]
shifts = [e - eps_point for e in energies]
laws = [small_radius_shift(Z, s) for s in sizes]
for shift, law, tolerance in zip(shifts, laws, (0.05, 0.01, 0.003)):
    assert abs(shift/law - 1) < tolerance
shift_power = math.log10(shifts[1] / shifts[2])
assert abs(shift_power - 2*gamma) < 4e-3

# Exact shift identity and normalization of the finite-nucleus state.
V, eps = uniform(Z, R), energies[0]
t1, y1 = propagate(V, -1, eps, [1e-8*R, R], [1.0, -1.0], 4001)
t2, y2 = propagate(V, -1, eps, [R, r_match], y1[:, -1], 4001)
t3, y3 = propagate(V, -1, eps, [r_far, r_match], [1.0, -0.3], 4001)
y3 = y3 * y2[0, -1] / y3[0, -1]
t3, y3 = t3[::-1], y3[:, ::-1]
overlap, norm_finite = 0.0, 0.0
for number, (t, yy) in enumerate(((t1, y1), (t2, y2), (t3, y3))):
    r = np.exp(t)
    norm_finite += integrate.simpson(r*(yy[0]**2 + yy[1]**2), x=t)
    if number > 0:
        P0, Q0 = point_state(r)
        overlap += integrate.simpson(r*(P0*yy[0] + Q0*yy[1]), x=t)
P0, Q0 = point_state(R)
identity_shift = c * (P0*y1[1, -1] - Q0*y1[0, -1]) / overlap
assert abs(identity_shift/shifts[0] - 1) < 1e-5
centre_density = (y1[0, 0]/math.exp(t1[0]))**2 / norm_finite / (4*math.pi)


def point_density(r):
    return sum(f**2 for f in point_state(r)) / (4*math.pi*r**2)


# Local powers d ln P/d ln r and d ln Q/d ln r through the nucleus.
ratios = (0.001, 0.1, 1.0, 10.0, 50.0)
y = propagate(V, -1, eps, [1e-8*R] + [x*R for x in ratios], [1.0, -1.0])
local = []
for x, (P, Q) in zip(ratios, y[1:]):
    r = x*R
    w = r * (eps - V(r)) / c
    local.append((x, 1 + (2*c*r + w)*Q/P, -1 - w*P/Q, gamma - Z*r))
assert abs(local[0][1] - 1) < 1e-5 and abs(local[0][2] - 2) < 1e-5
assert abs(local[-1][1] - local[-1][3]) < 2e-3

nonrel = 0.4 * Z**4 * R**2
print(f"speed of light c = {c:.6f} a.u.")
print(f"nuclear charge Z = {Z:.0f} (dimensionless)")
print(f"nuclear radius R = {R:.1e} bohr = {R*BOHR_FM:.4f} fm")
print(f"zeta = Z/c = {zeta:.6f} (dimensionless)")
print(f"gamma for |kappa|=1 = {gamma:.6f} (dimensionless)")
print(f"Z where gamma=1/2, |kappa|=1: {math.sqrt(0.75)*c:.3f}")
print(f"Z where gamma=0, |kappa|=1: {c:.3f}")
print(f"largest spinor-identity error = {angular_error:.1e}")
print("Powers at the origin, Z=80 (dimensionless):")
for k, g, measured, p_power, q_power in power_table:
    print(f"kappa={k:+d}: gamma={g:.6f}, point P {measured:.6f}, "
          f"finite P {p_power:.5f}, Q {q_power:.5f}")
print(f"regular ratio s_plus = {s_plus:.6f}")
print(f"irregular ratio s_minus = {s_minus:.6f}")
print(f"surface Q/P, massless limit = {surface_ratio(zeta):.6f}")
print(f"surface Q/P, actual 1s state = {y1[1,-1]/y1[0,-1]:.6f}")
print(f"irregular fraction b at surface = {b:.6f}")
print("Local powers in finite-nucleus 1s (dimensionless):")
for x, np_local, nq_local, n_point in local:
    print(f"r/R={x:g}: P {np_local:.5f}, Q {nq_local:.5f}, "
          f"point P {n_point:.5f}")
print(f"point 1s energy, formula = {eps_point:.6f} hartree")
print(f"point 1s energy, shooting = {eps_shot:.6f} hartree")
print(f"finite 1s energy, shooting = {eps:.6f} hartree")
print(f"1s shift = {shifts[0]:.6f} hartree = "
      f"{shifts[0]*HARTREE_EV:.4f} eV")
print(f"shift from exact identity = {identity_shift:.6f} hartree")
print(f"point amplitude squared A^2 = {A**2:.6e} a.u.")
for size, shift, law in zip(sizes, shifts, laws):
    print(f"R={size:.0e} bohr: shift {shift:.6e}, "
          f"small-R law {law:.6e} hartree")
print(f"measured radius power of shift = {shift_power:.5f}")
print(f"predicted power 2*gamma = {2*gamma:.5f}")
print(f"nonrelativistic shift = {nonrel:.6f} hartree")
print(f"relativistic/nonrelativistic shift = {shifts[0]/nonrel:.4f}")
print(f"finite-nucleus density at r=0 = {centre_density:.6e} bohr^-3")
print(f"point density at r=R = {point_density(R):.6e} bohr^-3")
print(f"point density at r=0.001R = {point_density(1e-3*R):.6e} bohr^-3")
print(f"nonrelativistic density at r=0 = {Z**3/math.pi:.6e} bohr^-3")
print("success")
```

It prints:

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80 (dimensionless)
nuclear radius R = 1.0e-04 bohr = 5.2918 fm
zeta = Z/c = 0.583788 (dimensionless)
gamma for |kappa|=1 = 0.811906 (dimensionless)
Z where gamma=1/2, |kappa|=1: 118.677
Z where gamma=0, |kappa|=1: 137.036
largest spinor-identity error = 2.9e-12
Powers at the origin, Z=80 (dimensionless):
kappa=-1: gamma=0.811906, point P 0.811906, finite P 1.00000, Q 2.00000
kappa=+1: gamma=0.811906, point P 0.811906, finite P 2.00000, Q 1.00000
kappa=-2: gamma=1.912901, point P 1.912901, finite P 2.00000, Q 3.00000
kappa=+2: gamma=1.912901, point P 1.912901, finite P 3.00000, Q 2.00000
regular ratio s_plus = -0.322196
irregular ratio s_minus = -3.103704
surface Q/P, massless limit = -0.242446
surface Q/P, actual 1s state = -0.241870
irregular fraction b at surface = -0.027872
Local powers in finite-nucleus 1s (dimensionless):
r/R=0.001: P 1.00000, Q 2.00000, point P 0.81190
r/R=0.1: P 0.99739, Q 1.99441, point P 0.81111
r/R=1: P 0.85279, Q 1.40300, point P 0.80391
r/R=10: P 0.73368, Q 0.74349, point P 0.73191
r/R=50: P 0.41239, Q 0.41324, point P 0.41191
point 1s energy, formula = -3532.192093 hartree
point 1s energy, shooting = -3532.192093 hartree
finite 1s energy, shooting = -3530.925551 hartree
1s shift = 1.266542 hartree = 34.4644 eV
shift from exact identity = 1.266542 hartree
point amplitude squared A^2 = 3.777946e+05 a.u.
R=1e-04 bohr: shift 1.266542e+00, small-R law 1.283208e+00 hartree
R=1e-05 bohr: shift 3.047374e-02, small-R law 3.051302e-02 hartree
R=1e-06 bohr: shift 7.254668e-04, small-R law 7.255598e-04 hartree
measured radius power of shift = 1.62331
predicted power 2*gamma = 1.62381
nonrelativistic shift = 0.163840 hartree
relativistic/nonrelativistic shift = 7.7304
finite-nucleus density at r=0 = 1.085750e+06 bohr^-3
point density at r=R = 1.044104e+06 bohr^-3
point density at r=0.001R = 1.426427e+07 bohr^-3
nonrelativistic density at r=0 = 1.629747e+05 bohr^-3
success
```
